# Homogeneous Nucleation Barriers and Switching Fields in a Ferroelectric Capacitor

## Question

A ferroelectric film is uniformly polarized against an applied field of 1 MV/cm, which is roughly the field at which hafnia-based memory films switch. Switching can start when a thermal fluctuation creates a small reversed domain in otherwise perfect material. How high is the barrier for this, once the domain wall and the depolarizing field are both paid for? How does the barrier scale with field and material parameters, and can a microsecond pulse at room temperature overcome it without help from defects or interfaces?

## Answer

### The energy of a reversed nucleus

Let the switchable polarization be $-P$ along $z$, with the applied field $E>0$ along $+z$. Inside a nucleus of volume $V$ it is $+P$, so the jump is $\mathbf p=2P\hat z$ inside and zero outside. All other dielectric response is taken as linear and isotropic, with the same permittivity $\varepsilon$ inside and outside. No mobile charge screens the nucleus during the pulse. The electrodes are ideal and held at fixed voltage.

At fixed voltage the relevant energy is the stored energy minus the work done by the source. Let $\mathbf E_t$ be the total field and $\mathbf D=\varepsilon\mathbf E_t+\mathbf P_s$, where $\mathbf P_s$ is the switchable polarization. Since $\nabla\cdot\mathbf D=0$ in the film, voltage times electrode charge equals $\int\mathbf E_t\cdot\mathbf D\,dV$. The electrostatic part is therefore

$$G_{el}=\int\left(\tfrac12\varepsilon E_t^2-\mathbf E_t\cdot\mathbf D\right)dV=-\int\left(\tfrac12\varepsilon E_t^2+\mathbf E_t\cdot\mathbf P_s\right)dV .$$

Write $\mathbf E_t=E\hat z+\mathbf F$ and $\mathbf P_s=-P\hat z+\mathbf p$, where $\mathbf F$ is the field caused by the nucleus. The voltage is fixed, so $\int F_z\,dV=0$, and all terms linear in $\mathbf F$ with constant coefficients vanish. Relative to the uniform state,

$$\Delta G_{el}=-2PEV-\int\left(\tfrac12\varepsilon F^2+\mathbf p\cdot\mathbf F\right)dV .$$

The potential of $\mathbf F$ vanishes on the electrodes and $\nabla\cdot(\varepsilon\mathbf F+\mathbf p)=0$. Integration by parts then gives $\int\mathbf F\cdot(\varepsilon\mathbf F+\mathbf p)\,dV=0$, so that $\int\varepsilon F^2dV=-\int\mathbf p\cdot\mathbf F\,dV$ and

$$\Delta G_{el}=-2PEV-\tfrac12\int\mathbf p\cdot\mathbf F\,dV .$$

The last term is positive because $\mathbf F$ opposes $\mathbf p$.

Take the nucleus to be a spheroid with semi-axis $a$ across and $c=ma$ along the polarization, small compared with the film thickness. In Fourier space $\mathbf F_{\mathbf k}=-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf p_{\mathbf k})/\varepsilon$. The positive quantity $-\int\mathbf p\cdot\mathbf F\,dV$ is therefore $(2P)^2V/\varepsilon$ times the average of $\hat k_z^2$, weighted by the squared Fourier transform of the shape. Stretching the axes turns the spheroid into a sphere, so this weight depends only on the length of $\mathbf q=(ak_x,ak_y,ck_z)$. What remains is an average over the directions of $\mathbf q$. With $u=q_z/q$,

$$N(m)=\int_0^1\frac{u^2\,du}{u^2+m^2(1-u^2)} .$$

For $m>1$ set $b=\sqrt{m^2-1}$. The denominator is $m^2-b^2u^2$, and dividing it into $u^2$ gives

$$N=-\frac1{b^2}+\frac{m^2}{b^2}\int_0^1\frac{du}{m^2-b^2u^2}
=\frac1{m^2-1}\left[\frac{m\,\mathrm{arccosh}\,m}{\sqrt{m^2-1}}-1\right],$$

because the integral is $\mathrm{artanh}(b/m)/(mb)$ and $\mathrm{artanh}(b/m)=\mathrm{arccosh}\,m$. The depolarization energy is $\tfrac12(2P)^2NV/\varepsilon=2NP^2V/\varepsilon$.

For a sharp wall of isotropic energy $\sigma$ per area, the surface of revolution gives, with $\kappa=\sqrt{1-1/m^2}$,

$$A=4\pi ac\int_0^1\sqrt{1-\kappa^2u^2}\,du=4\pi a^2s,\qquad
s=\frac12\left[1+\frac{m\arccos(1/m)}{\kappa}\right].$$

The total is

$$G=\sigma A-2PEV+\frac{2NP^2}{\varepsilon}V .$$

Elastic strain, wall thickness and lattice discreteness are left out.

### The barrier

Define the reduced field $e=\varepsilon E/P$. The two volume terms combine to $-gV$ with $g=(2P^2/\varepsilon)(e-N)$. A shape can lower its energy by growing only if $N(m)<e$. At fixed $m$,

$$G=4\pi\sigma s\,a^2-\frac{4\pi}{3}mg\,a^3 ,$$

and $dG/da=0$ gives $a^*=2\sigma s/(mg)$. At this size the volume term is $-\tfrac23$ of the wall term, so $G$ is one third of the wall term:

$$G^*(m)=\frac{4\pi}{3}\sigma s\,a^{*2}
=\frac{4\pi}{3}\frac{\sigma^3\varepsilon^2}{P^4}\,\frac{s^3}{m^2(e-N)^2}.$$

The shape is also free. A path from a tiny nucleus to one with $G<0$ has to cross the ridge $a=a^*(m)$ somewhere, so its highest point is at least the minimum of $G^*(m)$ over $m$. Growth at that best $m$ attains this value. The minimum over $m$ is therefore the barrier within the family of elongated spheroids. A numerical search for the lowest pass, with $a$ and $c$ varied independently and flattened shapes included, gives the same barrier within its grid accuracy.

### Size of the effect

Take a model ferroelectric with $P=0.25$ C/m², relative permittivity 30 and $\sigma=0.03$ J/m², in a film 100 nm thick at 300 K. The depolarization field scale is $P/\varepsilon=9.41$ MV/cm, so at the working field of 1 MV/cm

$$e=\frac{1.00}{9.412}=0.106 .$$

A sphere has $N=1/3$, more than three times $e$, so a spherical nucleus gains energy at no size. The best shape is a needle with $m=8.53$, $N=0.0258$ and $s=6.74$. The prefactor $(4\pi/3)\sigma^3\varepsilon^2/P^4$ is 0.01275 eV, and

$$G^*=0.01275\ \text{eV}\times\frac{6.742^3}{8.530^2\,(0.1063-0.0258)^2}\approx 8.3\ \text{eV},$$

or about 321 $kT$. The critical nucleus has $a=1.25$ nm and $c=10.7$ nm. Its energy is made up of

$$24.9-21.9+5.3=8.3\ \text{eV}$$

from wall, field and depolarization.

Without depolarization, $N=0$ and the best shape is a sphere, for which $s=m=1$:

$$G_0=\frac{4\pi\sigma^3}{3P^2E^2}=\frac{16\pi\sigma^3}{3(2PE)^2}=1.13\ \text{eV}.$$

Depolarization thus raises the barrier 7.35 times. It acts in two ways: it costs energy directly, and it forces the nucleus into a needle. The needle has a wall area of $4\pi(1.253)^2(6.742)\approx133$ nm², while a sphere of the same volume, 70 nm³, has about 82 nm². The value $G_0$ is also what remains if mobile charge cancels the depolarizing field completely and the work of moving that charge, including its work against the applied field, is left out. Slow switching with good screening is therefore a different problem from the unscreened pulse treated here.

### How the barrier scales

At fixed $E$, $P$ and $\varepsilon$ the barrier is proportional to $\sigma^3$, since $\sigma$ enters only through the prefactor. For the field dependence, $G^*$ is stationary in $m$, so only the explicit dependence on $e$ contributes to the derivative:

$$\frac{d\ln G^*}{d\ln E}=-\frac{2e}{e-N}=-\frac{2}{1-N/e}.$$

At the working field $N/e=0.243$ and the exponent is $-2.64$. Without depolarization it would be $-2$.

The low-field limit follows from long needles. For $m\gg1$, $\arccos(1/m)\approx\pi/2-1/m$ gives $s\approx\pi m/4$, and $\mathrm{arccosh}\,m\approx\ln 2m$ gives $N\approx L/m^2$ with $L=\ln(2m)-1$. Up to a constant,

$$\ln G^*=\ln m-2\ln(e-N).$$

Since $dL/dm=1/m$, we have $dN/dm=-(2L-1)/m^3$. Setting the derivative of $\ln G^*$ to zero gives

$$\frac1m-\frac{2(2L-1)}{m^3(e-N)}=0
\quad\Rightarrow\quad e-N=\frac{2(2L-1)}{m^2},\qquad e=\frac{5L-2}{m^2}.$$

Inserting this in the barrier,

$$G^*\approx\frac{4\pi}{3}\frac{\sigma^3\varepsilon^2}{P^4}\left(\frac{\pi}{4}\right)^3\frac{m^5}{4(2L-1)^2},\qquad
\frac{d\ln G^*}{d\ln E}\approx-\frac{2(5L-2)}{4L-2}.$$

As the field falls, $L$ grows slowly and the exponent tends to $-5/2$. At $e=10^{-8}$ it is still $-2.524$, which shows how slowly the logarithm dies out. The limit also assumes a film much thicker than the needle is long. In the example the needle would already be 97 nm long at 0.4 MV/cm, so a 100 nm film never reaches it. Apart from logarithms, $m\propto e^{-1/2}$ and

$$G^*\propto\sigma^3P^{-3/2}\varepsilon^{-1/2}E^{-5/2}.$$

In the example, halving the field to 0.5 MV/cm raises the barrier to about 51 eV if the influence of the electrodes on the needle, now 67 nm long, is neglected, and doubling it to 2 MV/cm lowers the sharp-wall value to 1.3 eV.

### What a pulse can afford

Suppose there are $M$ independent starting sites, each with attempt rate $\nu$. The expected number of nucleation events in a time $t$ is $M\nu t\,e^{-G^*/kT}$. One expected event requires

$$G^*\le kT\ln(M\nu t).$$

An area of 1 µm² and a site volume of 0.1 nm³ give $M=10^9$. With $\nu=10^{13}$ s⁻¹ and $t=1$ µs,

$$kT\ln(10^{16})=0.02585\times36.8=0.95\ \text{eV}.$$

The barrier of 8.3 eV is nearly nine times too high. The corresponding waiting time is about $10^{117}$ s. That exponent has no predictive precision, but the conclusion doesn't depend on the attempt rate: a factor of ten in $M\nu t$ shifts the affordable barrier by only $kT\ln10\approx0.06$ eV.

Wall energy matters far more. Because $G^*\propto\sigma^3$, homogeneous nucleation at 1 MV/cm becomes affordable when

$$\sigma\le0.03\left(\frac{0.952}{8.299}\right)^{1/3}=0.0146\ \text{J/m}^2 .$$

The need for special sites therefore depends on the material. One with about half the assumed wall energy, all else equal, would not need them by this criterion. The figure 0.0146 J/m² belongs to the sharp wall; with the finite wall width considered below it rises to between 0.015 and 0.017 J/m².

### Could a higher field do it?

Keeping $\sigma=0.03$ J/m² and solving $G^*(E)=0.95$ eV gives 2.26 MV/cm. This number should not be read as a predicted switching field. The critical radius there is 0.56 nm, comparable to a lattice cell, and the uniform state may already have become unstable.

To judge the second point, take the quartic Landau energy $-\tfrac12\alpha p^2+\tfrac14\beta p^4-Ep$. Equilibrium requires $E=-\alpha p+\beta p^3$, so the zero-field polarization obeys $P^2=\alpha/\beta$. The inverse susceptibility there is $-\alpha+3\beta P^2=2\alpha$. If all of $\varepsilon$ is assigned to this soft polarization, $\alpha=1/(2\varepsilon)$. The state opposed to the field disappears where $dE/dp=0$, at $p=-P/\sqrt3$:

$$E_{int}=\frac{\alpha P}{\sqrt3}-\frac{\alpha P}{3\sqrt3}=\frac{2\alpha P}{3\sqrt3}=\frac{P}{3\sqrt3\,\varepsilon}=1.81\ \text{MV/cm}.$$

In this comparison the film loses its metastable state before the sharp-wall barrier becomes affordable. If part of $\varepsilon$ comes from other, stiffer response, the soft susceptibility is smaller and $E_{int}$ is larger. It would reach 2.26 MV/cm if the soft part were about 80% of $\varepsilon$. Near the instability the true barrier must fall below the sharp-wall value, because it vanishes where the uniform state does. The extrapolated field is therefore not a firm result. At 1 MV/cm the applied field is well below $E_{int}$, but the field jumps by $2P/\varepsilon\approx19$ MV/cm across the needle's tip, so the linear response assumed here fails close to the tip. On the axis the total field exceeds $E_{int}$ out to about 1.2 nm beyond the tip. The wall isn't thin either. Adding an isotropic gradient term to the quartic energy gives the profile $P\tanh(x/\delta)$ with $\sigma=\tfrac23\alpha P^2\delta$, so $\delta\approx0.4$ nm against $a=1.25$ nm. The numerical saddle of this diffuse-wall model, with the same $P$, $\varepsilon$ and $\sigma$ and the electrostatics kept, lies at about 5.6 eV at 1 MV/cm when all of $\varepsilon$ except the vacuum part is soft, and at about 7.3 eV when half of it is. The 8.3 eV is therefore an overestimate, but the barrier remains six to eight times the affordable 0.95 eV. The error grows with field. At 1.5 MV/cm the fully soft model gives about 1.05 eV against the sharp-wall 2.84 eV, so in that model homogeneous nucleation becomes affordable a little above 1.5 MV/cm, before the uniform state is lost.

### What a heterogeneous site must provide

The simplest special place is a flat, ideal electrode. The potential of a full spheroid's bound charge is antisymmetric about its equatorial plane and so vanishes there. A metal surface can replace that plane without changing the field in the upper half. A half-spheroid on the electrode therefore has half the wall area, half the volume and half the depolarization energy, provided that both polarization directions have the same contact energy with the metal. Its barrier is

$$\tfrac12G^*=4.15\ \text{eV}.$$

There are fewer sites at the surface, about $4.6\times10^6$, so the affordable barrier is 0.81 eV. A perfect electrode is still far from sufficient at 1 MV/cm. Solving the sharp-wall formula for the field gives 1.85 MV/cm, about 2% above the Landau estimate, where that formula overstates the barrier. In the fully soft diffuse-wall model the half-nucleus costs about 2.8 eV at 1 MV/cm but only about 0.5 eV at 1.5 MV/cm, so there the required field lies between the two.

Now consider one particular site on the electrode. It has to succeed alone, so

$$G\le kT\ln(\nu t)=0.02585\times16.1=0.417\ \text{eV}.$$

It can meet this condition in several ways.

- **Lower wall energy.** If the wall energy of the nucleus is reduced by a factor $r$, then $r^3\times4.15=0.417$ and $r=0.465$. In this sharp-wall estimate, the wall may cost only about half its bulk value.
- **Higher local field.** With the full wall energy, the sharp-wall formula asks for a local field of 2.38 MV/cm. In the Landau comparison above, the uniform state is already lost at 1.81 MV/cm, so there the formula overstates the field needed. The number is not a calibrated threshold.
- **Both together.** A local field 1.5 times the applied one needs only $r=0.665$ in the sharp-wall estimate; in the fully soft diffuse-wall model, where this field is about 80% of $E_{int}$, $r\approx0.93$ is enough. At fixed field the best $m$ doesn't depend on $\sigma$, and $a^*\propto\sigma$. The critical half-nucleus then has $a\approx0.665\times0.842=0.56$ nm and $c\approx6.42\times0.56=3.6$ nm.
- **A residual domain.** If a reversed region with $N(m)<e$ and $a>a^*(m)$ survives from an earlier cycle, it lowers its energy by growing at fixed shape. No nucleation barrier remains.

In the first three cases the altered conditions must extend well beyond the critical nucleus. Outside the site, at full wall energy and 1 MV/cm, $s/m>\pi/4$ and $g<2PE$ give $a^*>\pi\sigma/(4PE)=0.94$ nm for every elongated shape. A nucleus that has only just become critical inside the site is thinner than this and would stall at the site's edge. The factors above therefore apply only if the site is large enough for the nucleus to reach a size at which it can keep growing outside. A field spike confined to a single atomic site doesn't satisfy the assumptions behind these numbers. The radii near half a nanometre also strain the continuum picture, so the required factors are estimates of strength and not material constants.

The energy argument shows, for spheroidal nuclei with sharp walls, that perfect material is inadequate under the stated conditions. It doesn't identify which kind of site is active in a given film. Nor does one nucleus complete the switching: the wall must still move through the film, which has its own kinetics.

### Where the estimate stops

The needle at 1 MV/cm is 21 nm long in the bulk and 10.7 nm long on an electrode. Both fit in the 100 nm film assumed here. Neither fits in a film about 10 nm thick, a typical scale for hafnia memory capacitors. There the nucleus would reach the far electrode, whose image charges change the depolarization energy, and a column spanning the film becomes a competing shape. Between ideal electrodes a distance $d$ apart, a column of radius $\rho$ carries no depolarization energy. Its energy $2\pi\rho d\sigma-2PE\pi\rho^2d$ peaks at $\pi\sigma^2d/(2PE)$, which is 3.5 eV for $d=10$ nm at 1 MV/cm, against an affordable 0.89 eV; the true barrier can be lower than this one path gives. The 8.3 eV barrier must not be carried over to such a film unchanged; the calculation has to be repeated with both electrodes present.

The main values used here are listed in the numerical output below.

## Numbers as computed

```
polarization P = 0.25 C/m^2
relative permittivity = 30
wall energy sigma = 0.030 J/m^2
temperature = 300 K; kT = 0.02585 eV
film thickness = 100 nm; area = 1 um^2
site volume = 0.1 nm^3
attempt rate = 1.0e+13 1/s; pulse = 1 us
working field = 1.00 MV/cm
depolarization field scale P/eps = 9.412 MV/cm
reduced working field e = 0.1063
energy scale (4pi/3)sigma^3 eps^2/P^4 = 0.01275 eV
saddle aspect ratio m = 8.530
saddle depolarization factor N = 0.02582
saddle area factor s = 6.7417
depolarizing share N/e = 0.2430
saddle semi-axes: a = 1.253 nm, c = 10.69 nm
saddle volume = 70.26 nm^3
wall term = 24.898 eV
field term = -21.927 eV
depolarization term = 5.328 eV
homogeneous barrier = 8.299 eV = 321.0 kT
barrier from minimax path search = 8.301 eV
sphere barrier without depolarization = 1.129 eV
barrier ratio with/without depolarization = 7.35
slope dlnG/dlnE at working field = -2.642
slope at reduced field 1e-08 = -2.5241
E = 0.5 MV/cm: barrier 51.448 eV, m 13.57, a 2.478 nm
E = 1.0 MV/cm: barrier 8.299 eV, m 8.53, a 1.253 nm
E = 1.5 MV/cm: barrier 2.837 eV, m 6.42, a 0.842 nm
E = 2.0 MV/cm: barrier 1.322 eV, m 5.22, a 0.636 nm
bulk sites = 1.00e+09; electrode sites = 4.64e+06
affordable barrier, bulk = 0.952 eV
affordable barrier, electrode = 0.814 eV
affordable barrier, one site = 0.417 eV
log10(homogeneous waiting time/s) = 117.4
ideal electrode barrier = 4.150 eV
log10(electrode waiting time/s) = 50.0
required homogeneous field = 2.262 MV/cm
saddle a at that field = 0.564 nm
required ideal-electrode field = 1.849 MV/cm
Landau instability field = 1.811 MV/cm
threshold wall energy for homogeneous switching = 0.0146 J/m^2
one site: wall-energy ratio needed at working field = 0.465
one site: local field needed with full wall energy = 2.379 MV/cm
one site: local field factor needed = 2.379
one site: wall-energy ratio at field factor 1.5 = 0.665
```
